# Equilibrium protons in an acceptor-doped perovskite oxide under water vapour, part 2

A perovskite oxide $\mathrm{ABO_3}$, with some $\mathrm{B^{4+}}$ ions replaced by trivalent dopants, takes up water from steam. Each molecule fills one oxygen vacancy (relative charge $+2$) and turns one ordinary oxide ion into hydroxide, giving two protons, each counted as a hydroxide ion of relative charge $+1$. We seek the equilibrium proton concentration.

Per formula unit, $c$ is the amount of protons, $v$ of vacancies, $x$ of ordinary oxide ions and $S$ of net negative dopant charge, with $S<3$. The steam pressure divided by 1 bar is $p$, $T$ is the temperature and $R$ the gas constant. The hydration enthalpy $\Delta H^\circ$ and entropy $\Delta S^\circ$ are per mole of water, with steam at 1 bar; $\Delta S^\circ$ excludes the entropy of placing defects on sites. Then $K=\exp(\Delta S^\circ/R-\Delta H^\circ/RT)$ and $\kappa=Kp$. Defects are taken as independent, and holes and electrons as negligible.

Charge and site balance give $v=(S-c)/2$ and $x=(6-S-c)/2$. Lemma 1 gives mass action, $c^2=\kappa vx$. Together they yield the equation for $c$ and its solution, the Theorem:

$$
4c^2=\kappa(S-c)(6-S-c),\qquad
c=\frac{\kappa a}{3\kappa+\sqrt{\kappa^2(3-S)^2+4\kappa a}},\qquad a=S(6-S).
$$

As $\kappa\to0$ (dry), $c\to0$ and $v\to S/2$; as $\kappa\to\infty$ (saturated), $c\to S$ and $v\to0$.

The opening estimate set $x=3$ and found

$$
c=\frac{-3\kappa+\sqrt{9\kappa^2+24\kappa S}}{4}.
$$

In Lemma 1, a crystal of $M$ formula units with $N=3M$ oxygen sites and $w$ absorbed molecules has the weight

$$
W(w)=\frac{N!}{n_{\rm OH}!\,n_{\rm V}!\,n_{\rm O}!}\,\kappa^w ,
$$

where $n_{\rm OH}=2w$, $n_{\rm V}=SM/2-w$ and $n_{\rm O}=N-SM/2-w$.

The proof that follows is of this statement:

**Proposition 1.** For small $\kappa$,

$$
c=\frac12\sqrt{\kappa S(6-S)}-\frac34\kappa+O(\kappa^{3/2}).
$$

The leading term suffices when $\kappa\ll 4S(6-S)/9$.

**Proof.** The square root in the denominator is $2\sqrt{\kappa a}\,[1+O(\kappa)]$. Taking $2\sqrt{\kappa a}$ out of the whole denominator,

$$
c=\frac{\kappa a}{2\sqrt{\kappa a}\left[1+\frac32\sqrt{\kappa/a}+O(\kappa)\right]}
=\frac{\sqrt{\kappa a}}{2}\left[1-\frac32\sqrt{\frac{\kappa}{a}}+O(\kappa)\right].
$$

The second term is $-\frac12\sqrt{\kappa a}\cdot\frac32\sqrt{\kappa/a}=-\frac34\kappa$. Relative to the first it has size $\frac32\sqrt{\kappa/a}$, which is small when $\kappa\ll4a/9$. $\square$

The square root has a plain origin. One molecule of steam supplies one factor of pressure but makes two protons, and mass action contains the square of their concentration. The vacancy supply stays near its dry value $S/2$ as long as few are filled. The word "dry" means small $\kappa=Kp$, which can be reached by low pressure or by high temperature. At a given low pressure a cold crystal may still be far from dry.

**Proposition 2.** For large $\kappa$,

$$
S-c=\frac{2S^2}{\kappa(3-S)}+O(\kappa^{-2}).
$$

For $S$ well below 3, saturation requires $\kappa\gg2S/(3-S)$.

**Proof.** Solve the equation $4c^2=\kappa(S-c)(6-S-c)$ for the first bracket:

$$
S-c=\frac{4c^2}{\kappa(6-S-c)} .
$$

The right side is already of order $1/\kappa$, so to this order $c$ may be replaced in it by its limit $S$. This gives $4S^2/[\kappa(6-2S)]=2S^2/[\kappa(3-S)]$. Dividing by $S$ gives the missing fraction, $2S/[\kappa(3-S)]$, which must be small. $\square$

The remaining vacancies are half of this deficit, $v\approx S^2/[\kappa(3-S)]$. They fall as the inverse of the steam pressure and do not vanish at any finite pressure.

### Response to pressure and temperature

**Proposition 3.** At fixed temperature and dopant level,

$$
m\equiv\frac{d\ln c}{d\ln p}=\frac{1}{2+\dfrac{c}{S-c}+\dfrac{c}{6-S-c}} ,
$$

which decreases from $1/2$ in the dry limit to $0$ at saturation.

**Proof.** Take the logarithm of the equation for $c$:

$$
\ln4+2\ln c=\ln\kappa+\ln(S-c)+\ln(6-S-c).
$$

Differentiate with respect to $\ln\kappa$. At fixed temperature this is the same as differentiating with respect to $\ln p$. Since $dc=c\,d\ln c$,

$$
2m=1-\frac{c}{S-c}\,m-\frac{c}{6-S-c}\,m ,
$$

and solving for $m$ gives the result. It is positive, so $c$ rises with $\kappa$. Both fractions in the denominator rise with $c$, so $m$ falls. At $c\to0$ they vanish and $m\to1/2$. At $c\to S$ the first grows without bound and $m\to0$. $\square$

The same derivative governs the temperature dependence. At fixed pressure $\ln\kappa$ changes with $1/T$ at the rate $-\Delta H^\circ/R$, if $\Delta H^\circ$ and $\Delta S^\circ$ are constant. Hence

$$
\frac{d\ln c}{d(1/T)}=-\frac{m\,\Delta H^\circ}{R}.
$$

A plot of $\ln c$ against $1/T$ therefore shows half the hydration enthalpy in the dry range and flattens as the crystal saturates.

**Proposition 4.** Half of the dopant charge is balanced by protons when

$$
\kappa_{1/2}=\frac{4S}{12-3S},\qquad
T_{1/2}=\frac{\Delta H^\circ}{\Delta S^\circ-R\ln(\kappa_{1/2}/p)} ,
$$

provided $\Delta H^\circ<0$ and the denominator is negative.

**Proof.** Put $c=S/2$ into the equation for $c$. The left side is $S^2$ and the right side is $\kappa(S/2)(6-3S/2)$. Dividing by $S$ and solving gives $\kappa=2S/(6-3S/2)=4S/(12-3S)$. Then $K=\kappa_{1/2}/p$, so

$$
\ln\frac{\kappa_{1/2}}{p}=\frac{\Delta S^\circ}{R}-\frac{\Delta H^\circ}{RT_{1/2}} .
$$

Multiplying by $R$ and solving for $T_{1/2}$ gives the second formula. The proviso makes the temperature positive. $\square$

### Worked case: yttrium-doped barium zirconate

Take barium zirconate with one fifth of its zirconium replaced by yttrium, so that $S=0.20$. Rough typical inputs are $\Delta H^\circ=-90$ kJ/mol, $\Delta S^\circ=-100$ J/(mol K) and a cubic lattice parameter of 0.42 nm. The steam pressure is 0.02 bar, roughly that of gas bubbled through water near room temperature. Let the crystal be at 873 K.

The exponent of $K$ is $-100/8.314+90\,000/(8.314\times873)=-12.03+12.40=0.37$, and with unrounded terms $K=1.451$. Then $\kappa=1.451\times0.02=0.0290$. With $a=0.20\times5.80=1.16$, the numerator of the formula is $\kappa a=0.03365$. The square root is

$$
\sqrt{0.0290^2\times2.80^2+4\times0.03365}=\sqrt{0.0066+0.1346}=0.376,
$$

and therefore

$$
c=\frac{0.03365}{0.0870+0.376}=0.073\ \text{per formula unit}.
$$

The crystal holds $1/(0.42\times10^{-7}\,\mathrm{cm})^3=1.35\times10^{22}$ formula units per cubic centimetre, so the proton density is $9.8\times10^{20}\ \mathrm{cm^{-3}}$. Protons balance 36 % of the dopant charge. The vacancies number $v=(0.200-0.073)/2=0.064$ and the absorbed water molecules $c/2=0.036$ per formula unit.

The opening estimate, which set $x=3$, gives $(-0.0870+\sqrt{0.0076+0.1392})/4=0.074$. It is about 2 % above the full result, because the true $x$ is 2.86.

The weights of Lemma 1 can also be summed directly over all possible numbers of absorbed molecules in a finite crystal. The mean $c$ is 0.072760 for 2000 formula units and 0.072719 for 20 000, against 0.072715 from the formula. The difference shrinks about tenfold when the crystal is made ten times larger, as expected if it comes from finite size. The extra digits serve this comparison and do not reflect knowledge of the material.

At 873 K the pressure exponent is 0.39. Since the exponent falls as $c$ rises, doubling the steam pressure raises $c$ by less than the factor $2^{0.39}=1.31$.

For half hydration, $\kappa_{1/2}=0.80/11.4=0.0702$, so $K$ must be $0.0702/0.02=3.51$. Then $T_{1/2}=90\,000/(100+8.314\ln3.51)=815$ K. The table follows the crystal through this range at the same steam pressure. Its last two columns give the dry expansion with one and with two terms.

| $T$ (K) | $\kappa$ | $c$ | one term | two terms |
|---:|---:|---:|---:|---:|
| 573 | 19.1 | 0.1985 | – | – |
| 773 | 0.144 | 0.124 | 0.205 | 0.096 |
| 873 | 0.0290 | 0.073 | 0.092 | 0.070 |
| 973 | 0.0081 | 0.0428 | 0.0485 | 0.0424 |
| 1173 | 0.0012 | 0.0179 | 0.0188 | 0.0179 |

The scale for dryness is $4a/9=0.52$. At 1173 K, $\kappa$ is far below it, and the leading term is 5 % above the full result. At 873 K the excess is 26 %, although $\kappa$ is still eighteen times smaller than the scale. The slow improvement follows from Proposition 1, where the relative correction goes as the square root of $\kappa$.

The scale for saturation is $2S/(3-S)=0.143$. At 573 K, $\kappa$ is more than a hundred times larger, and the saturated expansion gives 0.1985, in agreement with the full formula. At 773 K, $\kappa$ nearly equals the scale, the first correction cancels almost the whole of $S$, and the expansion is useless. The dry leading term is unusable there too, since it exceeds the dopant level. The full formula is needed between the two ranges.

### What the model leaves out

**Holes.** In oxidizing gas, oxygen can also fill vacancies and leave holes of charge $+1$. If there are $n$ holes per formula unit, the charge balance is $c+2v+n=S$. The site balance is unchanged, so $v=(S-n-c)/2$ and $x=(6-(S-n)-c)/2$. The theorem holds with $S$ replaced by $S-n$. A rough hole conductivity of $10^{-3}$ S/cm and a rough mobility of $0.01\ \mathrm{cm^2/(V\,s)}$ give a hole density of $10^{-3}/(1.60\times10^{-19}\times0.01)=6.2\times10^{17}\ \mathrm{cm^{-3}}$, or $4.6\times10^{-5}$ per formula unit. At 873 K this lowers $c$ by $1.0\times10^{-5}$, about 0.01 % of its value. With these values, holes can matter for the electrical current and still be negligible in this charge balance. The conclusion depends on the mobility: at the same conductivity, a mobility a thousand times lower would mean a thousand times more holes and would lower $c$ by about 15 %.

**Dopant on the wrong site.** A trivalent yttrium ion on a divalent barium site has relative charge $+1$. This can happen when barium oxide is lost during firing and yttrium fills some of the emptied barium sites. Suppose that 5 % of the yttrium sits there and that all cation sites are filled, and ignore the small change in the number of formula units. The net dopant charge is then $0.20\times(0.95-0.05)=0.18$. At 873 K, $c$ falls to 0.068, a loss of 6 %. At saturation, where $c\to S$, the loss is 10 %. The estimate depends on the loss of barium. Without it, yttrium on barium sites would leave B sites empty, and their large negative charge would have to enter the balance.

**Trapping.** Dopants carry negative relative charge and attract both protons and vacancies. To size the effect, divide the oxygen sites into those beside at least one dopant and those beside none. Each oxygen site has two B-site neighbours, so for random doping the first class is a fraction $1-0.8^2=0.36$ of the sites. Let a dopant bind a proton by 0.20 eV and a vacancy by 0.30 eV, both rough values.

In class $j$, with site fraction $f_j$, give an oxide ion the weight 1, a hydroxide ion $\alpha h_j$ and a vacancy $\beta g_j$. Beside a dopant, $h_j$ and $g_j$ are the Boltzmann factors of the two binding energies; elsewhere they are 1. Then

$$
c=3\sum_j f_j\frac{\alpha h_j}{1+\alpha h_j+\beta g_j},\qquad
v=3\sum_j f_j\frac{\beta g_j}{1+\alpha h_j+\beta g_j} .
$$

Mass action on the sites away from dopants requires $\alpha^2=\kappa\beta$. The remaining unknown $\alpha$ follows from $c+2v=S$, solved numerically by a bracketed root search.

With $K$ on the free sites held fixed at 873 K, trapping protons alone would raise $c$ from 0.073 to 0.174. Trapping both species gives 0.086, an increase of 19 %. This size is sensitive to the binding model. If the few sites between two dopants bind each species twice as strongly, $c$ is 0.076, an increase of only 4 %. The case in which every site binds alike shows why the effects oppose each other. There, mass action becomes $c^2=\kappa(h^2/g)vx$, so proton binding favours hydration and vacancy binding hinders it.

A value of $K$ fitted to measured water uptake already contains part of this effect. To imitate such a fit in its simplest form, at a single temperature, return to equal binding at all sites beside dopants and multiply the free-site $K$ by 0.60, which restores half hydration at 815 K, and keep this factor at all temperatures. The trapped model then gives 0.126 at 773 K, 0.071 at 873 K and 0.016 at 1173 K. Relative to the simple formula these are changes of $+1$ %, $-2$ % and $-10$ %. At 573 K, where both models are nearly saturated, they differ by only 0.3 %. The differences towards the dry range arise because only the size of $K$ was adjusted, not its temperature dependence. If both constants of the simple formula are fitted to this rescaled trapped model between 573 and 1173 K, by least squares of the relative differences, the two agree within about 0.4 to 0.5 %, depending on how the fitted temperatures are spaced. The fitted values are then $\Delta H^\circ=-95$ kJ/mol and $\Delta S^\circ=-106$ J/(mol K), although the enthalpy on the free sites is still $-90$ kJ/mol. A good fit therefore does not show that trapping is absent, and the fitted constants are effective ones.

**Uncertain enthalpy.** With $\Delta S^\circ$ held fixed, $\Delta H^\circ=-95$ kJ/mol gives $c=0.094$ at 873 K, and $-85$ kJ/mol gives 0.055. These lie 29 % above and 24 % below the central value. An error of 5 kJ/mol at fixed $\Delta S^\circ$ thus outweighs the site correction, the holes and the misplaced yttrium in this example. When both constants come from a fit to water uptake, their errors are usually linked. If $\Delta S^\circ$ moves with $\Delta H^\circ$ so that half hydration stays at 815 K, to about $-106$ or $-94$ J/(mol K), the same 5 kJ/mol changes $c$ at 873 K by only about 2 %.

### The real material

Barium zirconate with ten to twenty per cent yttrium is used as the electrolyte of ceramic proton-conducting cells, which run at roughly 700 to 900 K. The dopant level and the main temperature chosen here lie in that regime, and the thermodynamic inputs are rough typical values for it. The steam pressure suits a lightly humidified gas; a steam-rich electrode can see a much higher one, and its crystal would be closer to saturation at the same temperature.

One assumption that the real material does not meet is the independence of the defects. In the estimate above, with equal binding at all sites beside dopants, this moves $c$ at 873 K by 19 % if $K$ is held fixed and by 2 % if $K$ is rescaled to restore half hydration at 815 K. These sizes belong to the chosen binding energies. Changing each energy by up to 0.05 eV gives shifts between $-42$ % and $+101$ % if $K$ is held fixed, but only between $-8$ % and $+4$ % if $K$ is rescaled for each pair of energies. The second range is narrow because 873 K lies near the matching temperature of 815 K. At 1173 K it widens to roughly $-37$ % to $+26$ %. The result of about 0.07 protons per formula unit is therefore a model estimate, and it calls for an effective enthalpy and entropy fitted to water uptake measured over the temperatures of interest, not constants for sites away from dopants.

Equilibrium itself can also fail. Water must diffuse into the crystal, and diffusion slows on cooling. The nearly saturated value at 573 K describes a sample given enough time to take up its water. A dense sample cooled quickly may retain less, by an amount that equilibrium theory cannot supply.

Numbers in the example were calculated in double precision.
